# Vavilov's Energy-Loss Law and Its Landau and Gaussian Limits, part 2

An ion of charge $Z$, mass $M$ (in electron masses) and speed $v=\beta c$ crosses a layer of thickness $x$ with $n$ electrons per unit volume. We seek the probability density $f(\Delta)$ of its total energy loss $\Delta$, whose mean $D$ comes from the stopping power. The algebra uses atomic units, $\hbar=e=m_e=1$, $c\approx137$. Collisions are independent, and the ion's charge and the collision law stay fixed across the layer.

For a slow ion and free electrons, the cross-section for a transfer above $\varepsilon$ is

$$
\sigma(>\varepsilon)=\pi b^2=\frac{2\pi Z^2}{v^2}\left(\frac1\varepsilon-\frac1{\varepsilon_m}\right),
\qquad
-\frac{d\sigma(>\varepsilon)}{d\varepsilon}=\frac{2\pi Z^2}{v^2\varepsilon^2}, \tag{2}
$$

with $b$ the impact parameter. Relativistically, with $\gamma=(1-\beta^2)^{-1/2}$, the largest transfer and the free-electron spectrum $w_0$ are

$$
\varepsilon_m=\frac{2c^2\beta^2\gamma^2}{1+2\gamma/M+1/M^2}. \tag{3}
$$

$$
x\,w_0(\varepsilon)=\xi\left(\frac1{\varepsilon^2}-\frac{\beta^2}{\varepsilon\,\varepsilon_m}\right),
\quad 0<\varepsilon\le\varepsilon_m,\qquad \xi=\frac{2\pi Z^2nx}{v^2}. \tag{4}
$$

Thin layers have $\kappa=\xi/\varepsilon_m\ll1$, thick ones $\kappa\gg1$. For the true spectrum $w$ per unit length, $\varphi(s)=\int e^{-s\Delta}f\,d\Delta$ obeys

$$
\ln\varphi(s)=-x\int w(\varepsilon)\left(1-e^{-s\varepsilon}\right)d\varepsilon . \tag{7}
$$

Vavilov's law keeps $D$ but otherwise replaces $w$ by $w_0$. With $z=s\varepsilon_m$,

$$
\ln\varphi=-sD+\kappa\int_0^1\frac{e^{-zu}-1+zu}{u^2}du
-\kappa\beta^2\int_0^1\frac{e^{-zu}-1+zu}{u}du . \tag{10}
$$

Fourier inversion on $s=i\omega$ gives $f$. The energy $B$ bounds the error from electron binding:

$$
\left|\delta\ln\varphi(i\omega)\right|\le\frac{\omega^2}{2}\,\xi B,\qquad
\xi B=x\int\left|w-w_0\right|\varepsilon^2d\varepsilon . \tag{9}
$$

The cumulants for $r\ge2$, with variance $\sigma^2=k_2$, and the skewness are

$$
k_r=\int_0^{\varepsilon_m}\varepsilon^r\,\xi\left(\frac1{\varepsilon^2}-\frac{\beta^2}{\varepsilon\varepsilon_m}\right)d\varepsilon
=\xi\varepsilon_m^{r-1}A_r,\qquad A_r=\frac1{r-1}-\frac{\beta^2}r . \tag{15}
$$

$$
\gamma_1=\frac{A_3}{A_2^{3/2}\sqrt\kappa}
=\frac{1/2-\beta^2/3}{(1-\beta^2/2)^{3/2}}\,\frac1{\sqrt\kappa} . \tag{16}
$$

For $\kappa\ll1$, with $p=s\xi$ and $\gamma_E=0.5772$, the law approaches the Landau form:

$$
\lambda=\frac{\Delta-D}\xi-(1-\gamma_E)-\beta^2-\ln\kappa . \tag{18}
$$

$$
f(\Delta)\simeq\frac1\xi\,g(\lambda),\qquad
g(\lambda)=\frac1{2\pi i}\int_{-i\infty}^{i\infty}e^{p\ln p+\lambda p}\,dp . \tag{19}
$$

This form drops from $\ln\varphi$ the remainder

$$
R=\kappa\left[1-e^{-z}+zE_1(z)+\beta^2\mathrm{Ein}(z)\right]
=\kappa\left[1-E_2(z)+\beta^2\mathrm{Ein}(z)\right]. \tag{20}
$$

Here $\mathrm{Ein}(z)=\int_0^1(1-e^{-zu})u^{-1}du$ and $E_j(z)=\int_1^\infty e^{-zu}u^{-j}du$.

### What the Landau form adds

For $\beta=0$ the remainder has a simple meaning. Because $\int_1^\infty du/u^2=1$,

$$
R=\kappa\int_1^\infty\frac{1-e^{-zu}}{u^2}du
=\int_{\varepsilon_m}^\infty\frac{\xi}{\varepsilon^2}\left(1-e^{-s\varepsilon}\right)d\varepsilon . \tag{21}
$$

Let $\varphi_L$ be the transform of the Landau form. Then $\varphi_L=\varphi\,e^{-R}$, and by (7) the factor $e^{-R}$ belongs to an independent set of collisions with the spectrum $\xi/\varepsilon^2$ above $\varepsilon_m$. The Landau loss is thus the Vavilov loss plus collisions that kinematics forbids. Their mean number is $\kappa$, and none occurs with probability $e^{-\kappa}$.

Every forbidden collision moves the loss up by more than $\varepsilon_m$. In the core of a thin-layer distribution such displaced events are negligible, and there

$$
f(\Delta)\simeq e^{\kappa}\,\frac{g(\lambda)}\xi\qquad(\beta=0). \tag{22}
$$

At $\kappa=0.02$ this relation was tested at $\lambda=-1.5$, 0, 3 and 10 and held to better than one part in $10^6$. For $\beta=0$ the finite maximum transfer thus rescales the core without changing its shape, and it removes the far tail. For $\beta>0$ the term $\kappa\beta^2\mathrm{Ein}(z)$ in (20) also changes the shape of the core, by an amount that vanishes as $\kappa\to0$.

That tail matters for averages. The Landau spectrum gives a mean proportional to $\int^\infty d\varepsilon/\varepsilon$, which diverges. In (18), $D$ is therefore the mean of the Vavilov law and not of the Landau law.

### A real integral for the Landau density

The integral (19) can be moved onto the negative real axis, where the principal logarithm has its cut. Put $p=\rho e^{i\theta}$ with $\pi/2\le|\theta|\le\pi$. The real part of the exponent is

$$
\rho\cos\theta\,(\ln\rho+\lambda)-\rho\,\theta\sin\theta .
$$

For large $\rho$ neither term is positive. The second is large and negative near $|\theta|=\pi/2$ and the first near $|\theta|=\pi$, so the arcs at infinity contribute nothing.

The contour now runs from $-\infty$ to 0 below the cut and back to $-\infty$ above it. Below, $p=ue^{-i\pi}$ and $p\ln p=-u\ln u+i\pi u$. Above, $p=ue^{i\pi}$ and $p\ln p=-u\ln u-i\pi u$. On both sides $dp=-du$, but $u$ runs from $\infty$ to 0 below and from 0 to $\infty$ above. The sum contains $e^{i\pi u}-e^{-i\pi u}=2i\sin\pi u$, so

$$
g(\lambda)=\frac1\pi\int_0^\infty e^{-u\ln u-\lambda u}\sin(\pi u)\,du . \tag{23}
$$

Numerical evaluation places the maximum at $\lambda=-0.2228$ and gives a full width at half maximum (FWHM) of 4.0186. The most probable loss and the width of a thin layer are therefore

$$
\Delta_{mp}=D+\xi\left(\ln\kappa+1-\gamma_E+\beta^2-0.2228\right),\qquad
\text{FWHM}=4.02\,\xi . \tag{24}
$$

The width grows in proportion to the thickness, not to its square root.

### The thick layer

For $\kappa\gg1$ measure the loss in standard deviations, $t=(\Delta-D)/\sigma$, and set $s=iq/\sigma$. Since $\xi\varepsilon_m^{r-1}=\kappa\varepsilon_m^r$ and $\sigma^2=\kappa\varepsilon_m^2A_2$, the cumulants of $t$ are

$$
\frac{k_r}{\sigma^r}=\frac{A_r}{A_2^{r/2}}\,\kappa^{1-r/2}. \tag{25}
$$

The second equals 1, and all higher ones vanish as $\kappa\to\infty$. The logarithm of the characteristic function of $t$ therefore tends to $-q^2/2$ for every fixed $q$.

For the density itself to converge, large $q$ must not contribute. Put $Y=q/\sqrt{\kappa A_2}$. From (10), the logarithm of $|\varphi|$ is

$$
-\kappa\int_0^1(1-\cos Yu)\left(\frac1{u^2}-\frac{\beta^2}u\right)du . \tag{26}
$$

For $|a|\le\pi$, $1-\cos a\ge2a^2/\pi^2$. If $|Y|\le\pi$, (26) is therefore at most $-2\kappa Y^2A_2/\pi^2=-2q^2/\pi^2$, an integrable Gaussian bound.

If $Y>\pi$, use $1/u^2-\beta^2/u\ge(1-u)/u^2$ and keep only the range $Yu\le\pi/2$, where $1-u\ge1/2$. The integral in (26) is then at least $Y/(2\pi)$. This region, with its mirror image at negative $q$, contributes at most a multiple of $\sqrt\kappa\int_\pi^\infty e^{-\kappa Y/2\pi}dY$, which vanishes as $\kappa\to\infty$. The inversion then gives

$$
f(\Delta)\to\frac1{\sqrt{2\pi}\,\sigma}\exp\left[-\frac{(\Delta-D)^2}{2\sigma^2}\right],\qquad
\sigma^2=\xi\varepsilon_m\left(1-\frac{\beta^2}2\right). \tag{27}
$$

The leading correction comes from the third cumulant. It adds $(-iq)^3\gamma_1/6$ to the exponent. Under the Fourier integral $iq$ acts as $d/dt$, so this term yields $-(\gamma_1/6)G'''(t)$, where $G=e^{-t^2/2}/\sqrt{2\pi}$. With $G'''=-(t^3-3t)G$,

$$
\sigma f\simeq G(t)\left[1+\frac{\gamma_1}6(t^3-3t)\right]. \tag{28}
$$

The correction is largest at $t^2=3-\sqrt6$, where $|t^3-3t|\,G=0.551$. For $\kappa=100$ and $\beta^2=0.5$, (16) gives $\gamma_1=0.0513$ and hence a largest error of $0.0513\times0.551/6=0.0047$. The computed value is 0.00477. At $\kappa=400$ with the same $\beta^2$ it is 0.00237, half as large, as $\kappa^{-1/2}$ requires.

Near $t=0$ the derivative of (28) is proportional to $-t-\gamma_1/2$. The most probable loss thus lies below the mean by about

$$
D-\Delta_{mp}\simeq\frac{\gamma_1\sigma}2=\frac{k_3}{2k_2}=\frac{A_3}{2A_2}\,\varepsilon_m . \tag{29}
$$

For a slow ion in a thick layer this is $\varepsilon_m/4$, independent of the thickness. The shift does not disappear as the layer grows, but it becomes small beside $\sigma$. In a thin layer (24) applies instead, and the shift becomes small compared with $\varepsilon_m$ as $\kappa\to0$.

### Protons of 10 MeV in silicon

Take protons with $\beta^2=0.02098$ in silicon with 0.050 atoms per Å$^3$ and 14 electrons per atom. Equation (3) gives $\varepsilon_m=21877$ eV, and (4) gives $\xi/x=0.08507$ eV/Å.

The mean loss and the effect of binding are taken from a model with three electron shells. They hold 4, 8 and 2 electrons per atom at the energies $E_i=17$, 250 and 3200 eV, which are rough effective values. A fraction $f_i$ of the electrons belongs to shell $i$. Each shell has free-electron collisions from $E_i$ to $\varepsilon_m$, and also discrete losses $E_i$ with the mean number $\xi f_iq_i/E_i$, where $q_i=\ln(2c^2\beta^2\gamma^2/E_i)-\beta^2$. The mean loss is the sum of both parts:

$$
D=\xi\sum_if_i\left[q_i+\ln\frac{\varepsilon_m}{E_i}-\beta^2\left(1-\frac{E_i}{\varepsilon_m}\right)\right]. \tag{30}
$$

Apart from the small term in $E_i/\varepsilon_m$, this is the Bethe formula $\xi[\ln(2c^2\beta^2\gamma^2\varepsilon_m/I^2)-2\beta^2]$ with $\ln I=\sum_if_i\ln E_i$, here $I=166.9$ eV. The value $I=173$ eV commonly used for silicon would lower $D$ by 0.7% and change the slowing figures below from 3.5% and 3.7% to 3.4% and 3.6%, so the trailing digits of the mean losses belong to the model.

**Layer of 1 µm** ($10^4$ Å). Here $\xi=0.08507\times10^4=851$ eV, $\kappa=851/21877=0.0389$ and $D=8261$ eV. The bracket in (24) is $-3.247+0.423+0.021-0.223=-3.026$, so the most probable loss is about $8261-2574\approx5690$ eV. The full Vavilov law gives 5685 eV. Its FWHM is 3414 eV (3.4 keV), against 3419 eV for Landau and 10105 eV for the Gaussian.

The cumulative Landau distribution is nevertheless off by up to 0.038. Equation (22) accounts for this: the Landau form places the fraction $1-e^{-\kappa}=0.038$ of the ions in the forbidden tail.

**Layer of 20 µm.** With $\kappa=0.778$ the Landau form fails, with a cumulative error of 0.41. The Gaussian gives the width to 3% but misses the asymmetry, with a cumulative error of 0.039. The FWHM is 43887 eV for Vavilov, 68371 eV for Landau and 45191 eV for the Gaussian. The skewness is 0.57.

**Layer of 100 µm.** Now $\kappa=3.89$, $D=826074$ eV and $\sigma=42912$ eV. The Vavilov FWHM is 100498 eV (100 keV) and the Gaussian one 101051 eV, a difference of 0.55%. The Vavilov maximum lies 5490 eV below the mean, and (29) gives 5450 eV.

Refining the inversion grid by a factor of 1.5 in both spacing and range changed the 20 µm width by 0.0 eV as printed.

### Binding, slowing and the real layer

In the shell model the energy in (9) obeys $B\le\sum_if_iE_i(q_i+1)=2145$ eV. This exceeds $\xi$ in the 1 µm layer, so the bound gives no assurance there, and the effect has to be computed. The shell model widens the FWHM from 3414 to 3864 eV, by 13%, and changes the cumulative distribution by up to 0.036. In a layer of 0.2 µm, where $\xi=170$ eV, that change reaches 0.089. The widening at 1 µm depends strongly on the assumed shell energies. With the inner shell at 1839 or 4500 eV instead of 3200 eV, and the middle shell moved to 287 or 230 eV to keep $I$ nearly fixed, it becomes 27% or 3%. The value of 13% therefore shows only that binding can matter at this thickness.

Making the layer thinner reduces $\kappa$ but increases the error from binding. The Landau form needs binding energies $\ll\xi\ll\varepsilon_m$, and for this beam in this model the window is hardly open.

In a thick layer binding acts through the variance. The discrete losses add $\xi f_iq_iE_i$, while the free collisions missing below $E_i$ remove nearly $\xi f_iE_i$. The net gain is about $\xi\sum_if_iE_i(q_i-1)\approx935\,\xi$ with energies in eV. This is 4.3% of $\sigma^2$, or 2.1% of $\sigma$. The model's FWHM at 100 µm is 102665 eV, 2.2% above Vavilov's and close to this estimate.

The thick limit meets a different obstacle, since the proton slows down. Let $S(E)$ be the stopping power at the proton energy $E$. Two protons that differ by $\delta E$ obey $d(\delta E)/dx=-S'(E)\,\delta E$, so the variance $V$ of the energy follows

$$
\frac{dE}{dx}=-S(E),\qquad
\frac{dV}{dx}=\frac{\xi}{x}\,\varepsilon_m\left(1-\frac{\beta^2}2\right)-2S'(E)\,V , \tag{31}
$$

with $\xi/x$, $\varepsilon_m$ and $\beta$ taken at the current energy. Here $S'<0$, so slower protons lose energy faster and the spread grows. Across 100 µm the mean loss rises by 3.5% to 854773 eV, and $\sigma$ rises by 3.7% to 44483 eV. The shift of the mean, about 29 keV, is far larger than the difference between the Vavilov and Gaussian curves.

Two effects of the nuclei are smaller. For a target nucleus of charge $Z_t$ and mass $M_t$, (2) acquires the factor $Z_t^2/M_t$, and there is one nucleus for every $Z_t$ electrons. The mean number of recoils above $\varepsilon_m$ is therefore about $\kappa Z_t/M_t=1.1\times10^{-3}$ at 100 µm. Such recoils change the cumulative distribution by no more than about this fraction. The many recoils below $\varepsilon_m$ add a mean loss of about $\xi(Z_t/M_t)\ln(\varepsilon_m/\varepsilon_s)$, where the screening of the nucleus sets $\varepsilon_s$ at the order of 0.01 eV. At 100 µm this is roughly 0.3 keV, and all recoils together change the cumulative distribution by about $3\times10^{-3}$.

Nuclei also deflect the proton. For a proton of momentum $P$, a passage at distance $b$ turns it by $2Z_t/(Pvb)$. Summing the squares over all passages gives

$$
\langle\theta^2\rangle=8\pi n_ax\left(\frac{Z_t}{Pv}\right)^2\ln\frac{a}{r_n},
$$

where $n_a$ is the density of atoms, $a$ the screening length and $r_n$ the nuclear radius. The mean square angle grows linearly with depth, so the path lengthens by the fraction $\langle\theta^2\rangle/4=2.8\times10^{-4}$, which is negligible here.

These layers are model cases of silicon absorbers crossed by a 10 MeV proton beam; they do not describe a particular implantation process. In the shell model, binding widens the distribution by 13% at 1 µm, a figure that ranges from 3% to 27% for the other inner-shell energies tried above. Slowing raises the mean loss by 3.5% at 100 µm. The figures assume a random direction in the crystal. A beam aligned with a crystal axis or plane samples the electrons unevenly, and that change has not been estimated. Corrections to the Bethe mean and the true excitation spectrum of silicon are also left out, so the energies above are results of the model, not measured losses. The numerical output gives the remaining values for each layer.

## Values computed for the example and the checks

```
proton energy 1e+07 eV, beta^2 0.02098
silicon atoms 0.050 per A^3, Z 14
maximum transfer 21876.7 eV
xi per length 0.08507 eV/A
model shell: 4 electrons at 17 eV
model shell: 8 electrons at 250 eV
model shell: 2 electrons at 3200 eV
model mean excitation energy 166.9 eV
Landau law: mode -0.2228, FWHM 4.0186 (units of xi)
--- layer 2000 A = 0.2 um
xi 170.1 eV, kappa 0.0078, mean loss 1652 eV
largest CDF change from binding 0.0890
--- layer 10000 A = 1 um
xi 850.7 eV, kappa 0.0389, mean loss 8261 eV
largest CDF change from binding 0.0356
sigma 4291 eV, skewness 2.540
most probable loss: Vavilov 5685, Landau 5686, bound 5680 eV
FWHM: Vavilov 3414, Landau 3419, Gauss 10105, bound 3864 eV
largest CDF error: Landau 0.0379, Gauss 0.1765
--- layer 200000 A = 20 um
xi 17013.4 eV, kappa 0.7777, mean loss 165215 eV
largest CDF change from binding 0.0069
sigma 19191 eV, skewness 0.568
most probable loss: Vavilov 159528, Landau 164697, bound 159737 eV
FWHM: Vavilov 43887, Landau 68371, Gauss 45191, bound 44854 eV
largest CDF error: Landau 0.4062, Gauss 0.0385
--- layer 1000000 A = 100 um
xi 85066.9 eV, kappa 3.8885, mean loss 826074 eV
largest CDF change from binding 0.0057
sigma 42912 eV, skewness 0.254
most probable loss: Vavilov 820584, Landau 960395, bound 820767 eV
FWHM: Vavilov 100498, Landau 341854, Gauss 101051, bound 102665 eV
largest CDF error: Landau 0.8272, Gauss 0.0170
--- neglected effects and numerical checks
binding energy scale in the error bound 2145 eV
100 um with slowing: mean loss 854773 eV (+3.47 %)
100 um with slowing: sigma 44483 eV (+3.66 %)
100 um: chance of nuclear recoil above maximum transfer 1.1e-03
100 um: relative path lengthening 2.8e-04
20 um: FWHM shift on finer inversion grid 0.0e+00 eV
trajectory test, largest relative error 2.5e-04
exponent test, largest absolute error 2.9e-14
simulation CDF gap: free 0.0028, bound 0.0034
Landau density error, kappa 0.02 and 0.002: 0.01093, 0.00148
Gauss density error, kappa 100 and 400: 0.00477, 0.00237
```
